# Why semilocal functionals spread a hole over distant identical molecules

**Q.** I remove one electron from a set of identical, widely separated molecules. A semilocal density functional spreads the hole evenly over all of them. Is the spreading itself wrong?

**A.** Not necessarily. For two identical molecules, L and R, the states "hole on L" and "hole on R" have the same energy when the separation is infinite. Any superposition of them is then also an eigenstate, including the one with half a hole on each. What can be wrong is the energy assigned to the spread hole relative to the localized one.

To compare them we need the energy of one molecule from which an average charge $q$ has been removed, with $0\le q\le1$. Call it $E(q)$. The nuclei are held fixed, the algebra is in atomic units, and $E(0)$ and $E(1)$ belong to the neutral molecule and the cation.

**Q.** How can a molecule lose half an electron, and what is its exact energy then?

**A.** The pair as a whole has an integer number of electrons; the fraction is an average for one member. Take

$$|\Psi\rangle=\sqrt q\,|L^+R^0\rangle+\sqrt{1-q}\,|L^0R^+\rangle .$$

Let $H_L$ be the Hamiltonian of the left molecule. Its cross term between the two parts contains $\langle L^+|H_L|L^0\rangle$, which vanishes because $H_L$ conserves electron number and the two states differ in it. The squares of the amplitudes remain:

$$E_{\rm exact}(q)=(1-q)E(0)+qE(1).$$

This is a straight line between integer charges. The right molecule carries charge $1-q$, so its energy is $qE(0)+(1-q)E(1)$. The sum is $E(0)+E(1)$ for every $q$: the exact energy does not care how the hole is shared.

**Q.** Could some other mixture with the same average charge lie lower than the line?

**A.** Suppose the mixture contains charge $k$ with probability $p_k$, where $\sum_kp_k=1$ and $\sum_kkp_k=q$. Assume that the energies at integer charges are convex, meaning that each further ionization costs more than the one before. Then every integer energy $E_k$ lies on or above the line through $E(0)$ and $E(1)$, and

$$\sum_kp_kE_k\ge\sum_kp_k\{E(0)+k[E(1)-E(0)]\}=E(0)+q[E(1)-E(0)].$$

The line is therefore the minimum. Convexity at integer charges is an assumption about the molecule, not something I have proved for all molecules.

It can be examined for H$_2$ with a bond of 0.74 angstrom, by full configuration interaction in the 6-31G basis. This treats correlation completely within that small basis, but leaves out what the basis cannot describe. The second differences of the energy at one, two and three electrons are 18.41, 22.68 and 9.87 eV, all positive. The last two involve a third and a fourth electron that H$_2$ does not bind here and that only the small basis holds in place, so their size depends strongly on the basis. For two such molecules 30 angstrom apart sharing one hole, the energy of the left molecule departs from the line by 0.00000 eV, to the digits printed, at $q=1/4$, $1/2$ and $3/4$.

**Q.** What changes when the functional gives a curve instead of a line?

**A.** Measure the departure from the chord by

$$D(q)=E(q)-(1-q)E(0)-qE(1).$$

Rearranged, this is $E(q)-E(0)=q[E(1)-E(0)]+D(q)$. Let molecule $i$ carry charge $q_i$, with $\sum_iq_i=1$. At infinite separation the energies add, so relative to a hole on one molecule

$$\Delta E=\sum_i[E(q_i)-E(0)]-[E(1)-E(0)]$$
$$=\Big(\sum_iq_i-1\Big)[E(1)-E(0)]+\sum_iD(q_i)=\sum_iD(q_i).$$

The exact line has $D=0$. If $E(q)$ is strictly convex, it lies below its chord, and $D<0$ for $0<q<1$. Moreover $D$ differs from $E$ by a linear function, so it is convex too. Jensen's inequality then gives, for $m$ molecules,

$$\sum_{i=1}^mD(q_i)\ge m\,D(1/m).$$

Equal sharing is the minimum. Under the same condition the energy has no second, localized minimum.

**Q.** Can you turn that into one number that characterizes the functional?

**A.** If the curve is nearly quadratic, its curvature $c$ suffices. Write $E(q)=E(0)+aq+\tfrac12cq^2$, so that $E(1)-E(0)=a+\tfrac12c$. Then

$$D(q)=aq+\tfrac12cq^2-q\big(a+\tfrac12c\big)=-\tfrac12c\,q(1-q),$$
$$m\,D(1/m)=-\frac c2\Big(1-\frac1m\Big).$$

Two molecules gain $c/4$ and very many gain $c/2$. For a curve that is not quadratic I define the mean curvature $c=-8D(1/2)$, which agrees with the formula above when it is.

The limit of many molecules needs no quadratic assumption:

$$m\,D(1/m)=\frac{E(1/m)-E(0)}{1/m}-[E(1)-E(0)]\to E'(0)-[E(1)-E(0)].$$

**Q.** How large is this for a $\pi$ molecule?

**A.** Take ethylene, the smallest alkene. I use the PBE functional in the 6-31G basis, with a planar geometry, C=C 1.34 angstrom, C–H 1.09 angstrom and all angles 120 degrees. The charge is taken from the highest occupied orbital of one spin. PBE gives $E(1)-E(0)=10.494$ eV, so the chord at half charge is at 5.247 eV. The computed energy there is 4.220 eV. Hence

$$D(1/2)=4.220-5.247=-1.027\ \text{eV},\qquad c=8.22\ \text{eV}.$$

Two molecules sharing the hole gain $2\times1.027\approx2.05$ eV (0.076 hartree), where the exact gain at infinite separation is zero. Four molecules gain 3.10 eV, against 3.08 eV from the quadratic law. The limit of many molecules is 4.14 eV, against 4.11 eV. The curve is thus close to a parabola in this case.

PBE applied to the H$_2$ molecule above gives $D(1/2)=-1.40$ eV, where configuration interaction in the same basis gives zero.

**Q.** Where does the curvature come from physically?

**A.** Mainly from the repulsion of the hole with itself. Freeze the orbitals of the neutral molecule and remove charge $q$ from orbital $h$, so that the density becomes $\rho-q|h|^2$. The kinetic energy and the attraction to the nuclei are linear in $q$. The Hartree energy is not:

$$\frac12\iint\frac{[\rho-q|h|^2](\mathbf r)\,[\rho-q|h|^2](\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'$$

contains the term $\tfrac12q^2J_{hh}$, with

$$J_{hh}=\iint\frac{|h(\mathbf r)|^2|h(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Its second derivative is $J_{hh}>0$. Two halves of a hole on separate molecules each have one quarter of the self-repulsion of a whole hole, so together they have half. Sharing therefore lowers this energy. A single hole should not repel itself, and exchange-correlation ought to remove the effect.

A semilocal functional removes part of it. In local exchange, for example, the energy of one spin is $-K\int\rho_\sigma^{4/3}d\mathbf r$ with $K>0$. Two differentiations with respect to $q$ at $q=0$ give

$$-\frac49K\int\rho_\sigma^{-2/3}|h|^4\,d\mathbf r .$$

This is negative, but it is a single integral over local densities and has no general reason to equal the double integral $-J_{hh}$.

Finally, the orbitals relax. The disturbance is proportional to $q$ and the starting orbitals are stationary, so to leading order the energy gained grows as $q^2$ and reduces the curvature. For ethylene in PBE the mean curvature over $0\le q\le1$ is made up of

$$12.46\ (J_{hh})-1.84\ (\text{xc})-2.40\ (\text{relaxation})=8.22\ \text{eV}.$$

The positive sign of this sum is a computed result for this molecule and functional. It is not a theorem about semilocal functionals.

**Q.** If self-repulsion is the cause, does Hartree-Fock cure the problem?

**A.** It removes the self-repulsion but makes the opposite error. With frozen orbitals, its exchange energy contains $-\tfrac12q^2J_{hh}$, which cancels the Hartree term. For any fixed set of orbitals $\Phi$ the energy is therefore linear in $q$, say $A_\Phi+qB_\Phi$. The relaxed energy is

$$E_{\rm HF}(q)=\min_\Phi\,(A_\Phi+qB_\Phi).$$

A minimum over straight lines is concave. To see this, put $q=\lambda q_1+(1-\lambda)q_2$ with $0\le\lambda\le1$. The line that is lowest at $q$ takes there the weighted average of its values at $q_1$ and $q_2$, and neither of those values is below the minimum at its own charge. Hence $E_{\rm HF}(q)\ge\lambda E_{\rm HF}(q_1)+(1-\lambda)E_{\rm HF}(q_2)$.

For ethylene, with equal orbitals for the two spins in the neutral molecule, $D(1/2)=+0.280$ eV, so sharing between two molecules costs 0.56 eV. At this geometry and basis that neutral solution is not quite the minimum: a spin-broken one lies about 0.01 eV lower, which raises the cost to about 0.57 eV. Hartree-Fock favours localization, again where exact theory has no preference.

**Q.** In a self-consistent calculation, what actually pushes the electrons from one molecule to the other?

**A.** The orbital levels. Let $\varepsilon(q)$ be the level of the orbital that carries the hole; its occupation is $n=1-q$. Changing $n$ changes the energy explicitly by $\varepsilon\,dn$. The accompanying change of the orbitals contributes $\sum_in_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0$, because they stay normalized. This is Janak's relation,

$$\frac{dE}{dq}=-\varepsilon(q).$$

It turns the limit of many molecules into $-\varepsilon(0)-[E(1)-E(0)]$. As a test, the integral of $-\varepsilon(q)$ over the five computed charges gives 10.494 eV, the same as the energy difference.

Convexity means that $dE/dq$ rises with $q$, so $\varepsilon$ falls. In PBE it goes from $-6.354$ eV in the neutral molecule to $-14.557$ eV in the cation. Put the two side by side: a filled level lies 8.20 eV above an empty one. Moving a small amount of charge from the first to the second lowers the energy. The receiving level rises, the donating level falls, and they meet when each molecule carries half the hole.

**Q.** My molecules are at a finite distance $R$. Don't the two half charges repel each other?

**A.** In this functional they do, by $(1/2)(1/2)/R=1/(4R)$ at leading order for large $R$. A localized hole next to a neutral molecule has no such term. Thus

$$E_{\rm shared}-E_{\rm localized}\simeq2D(1/2)+\frac1{4R}=-\frac c4+\frac1{4R},$$

and sharing wins if $c>1/R$. At 20 angstrom the repulsion is 0.180 eV, and the prediction is $-2.055+0.180=-1.875$ eV.

A direct PBE calculation on the pair also gives $-1.875$ eV. In it the shared state was made self-consistent with symmetry imposed, and the localized state was assembled from the densities of a cation and a neutral molecule. In the localized state the cation's potential lowers the neutral level by $1/R=0.720$ eV, which leaves an offset of $8.203-0.720=7.483$ eV. The direct value is the same, so electrons still flow.

The crossover $R=1/c$ would be at 1.75 angstrom. Point charges are a poor description at such a distance, so this is not a prediction of localization there. At every larger distance the formula itself favours sharing.

**Q.** Real molecules are never quite identical. Won't a little disorder pin the hole?

**A.** With the exact functional at infinite separation, it will. Let a hole on molecule 1 be lower in energy by $\Delta$. The exact energy is a constant minus $\Delta q$, so any $\Delta>0$ puts the whole hole there.

With a convex functional the energy to minimize is $G(q)=E(q)+E(1-q)-\Delta q$. In the quadratic case

$$G'(q)=c\,q-c(1-q)-\Delta=0\quad\Rightarrow\quad q=\frac12+\frac{\Delta}{2c}.$$

For $\Delta=0.1$ eV this is $0.5+0.1/16.44=0.506$, and minimizing with the computed curve gives 0.506 as well. Full localization requires $G'(1)\le0$, that is

$$\Delta\ge E'(1)-E'(0)=\varepsilon(0)-\varepsilon(1)=8.20\ \text{eV}.$$

**Q.** Does ethylene tell me anything about an actual organic semiconductor?

**A.** It shows the mechanism, but its curvature is untypically large because the molecule is so small. If an orbital spreads over a region of length $L$ in all three directions, $J_{hh}$ falls as $1/L$. The local-exchange term falls as $1/L^3$ at fixed background density, so it does not take over the cancellation. Conjugated molecules are chains or flat sheets that grow in one or two directions only, so these powers do not apply to them directly, and along a short polyene $J_{hh}$ falls more slowly than the inverse length. In butadiene, with the same method and a central C–C bond of 1.45 angstrom, the many-molecule gain is 3.22 eV instead of 4.14 eV. Semiconductor molecules such as pentacene are larger still, and I would expect a smaller error per hole, but these two values do not fix its size.

A solid also screens. In a Born estimate, a medium of permittivity $\epsilon$ around a sphere of radius $b$ lowers the energy by $(1-1/\epsilon)q^2/(2b)$ and hence the curvature by $(1-1/\epsilon)/b$. With $\epsilon=3$, roughly typical of organic solids, and a chosen $b=2.5$ angstrom, $c$ drops from 8.22 to about 4.4 eV. The two-molecule gain drops from 2.05 to about 1.1 eV. This shift depends strongly on $b$, and it is the largest correction estimated here.

The other energies are smaller. Stretching the C=C bond of the cation gains 0.25 eV in PBE; other distortions are left out. Site disorder is roughly 0.1 eV, and the thermal energy at 300 K is 0.026 eV. For ethylene, then, the false preference exceeds the listed effects that could trap a hole, even after the rough screening correction.

The assumption that closely packed crystals break is that of distant molecules. For two ethylenes stacked at 4 angstrom, half the splitting of the top two Hartree-Fock levels gives an electronic coupling of 0.27 eV. That coupling favours real delocalization and is comparable with the bond relaxation that opposes it. The half charges also repel each other more strongly at this distance, which offsets part of the false gain; the error at contact was not computed here. Still, a balance of a few tenths of an eV cannot safely be read from a functional whose error for distant ethylene molecules is about 1 to 2 eV. A spread hole in such a calculation is therefore not by itself evidence of band-like transport, and a check of $D(1/2)$ for the molecule in question shows how large the bias is when the molecules are far apart. The full set of values is in the numerical output below.

## Computed results

```
H2 pair distance 30.0 angstrom, H-H 0.74 angstrom
H2 CI ionization energy 16.194 eV
H2 CI second differences, N=1,2,3: 18.41 22.68 9.87 eV
H2 pair CI doublet splitting 0.0e+00 eV
H2 CI deviation D at q=1/4,1/2,3/4: 0.00000 0.00000 0.00000 eV
H2 PBE deviation D(1/2) -1.402 eV
Ethylene: q, E-E(0), D, eps (eV)
 pbe 0.00 0.000 0.000 -6.354
 pbe 0.25 1.850 -0.774 -8.442
 pbe 0.50 4.220 -1.027 -10.513
 pbe 0.75 7.104 -0.767 -12.556
 pbe 1.00 10.494 0.000 -14.557
 hf 0.00 0.000 0.000 -10.086
 hf 0.25 2.443 0.215 -9.468
 hf 0.50 4.737 0.280 -8.889
 hf 0.75 6.891 0.206 -8.347
 hf 1.00 8.914 0.000 -7.839
PBE ionization: E difference 10.494 eV
PBE ionization: integral of -eps 10.494 eV
PBE mean curvature c 8.220 eV
HF mean curvature -2.244 eV
PBE hole self-repulsion J_hh 12.459 eV
PBE frozen xc curvature -1.843 eV
PBE frozen total curvature 10.616 eV
PBE relaxation part of curvature -2.396 eV
HF frozen curvature 3.6e-12 eV (magnitude)
Sharing energy m=2: -2.055 eV
Sharing energy m=4: -3.095 eV, quadratic -3.082 eV
Sharing energy m=inf: -4.139 eV, quadratic -4.110 eV
Ethylene pair distance R 20.0 angstrom
Half-charge repulsion 1/(4R) 0.180 eV
Pair shared minus localized, direct -1.875 eV
Pair shared minus localized, predicted -1.875 eV
Localized pair: neutral filled level -7.073 eV
Localized pair: cation empty level -14.556 eV
Level offset direct 7.483 eV
Level offset predicted 7.483 eV
Point-charge crossover distance 1/c 1.75 angstrom
Localization threshold from energies 8.201 eV
Localization threshold from levels 8.203 eV
Hole share at site difference 0.10 eV: 0.5060
Butadiene sharing energy m=inf: -3.216 eV
Cation C=C relaxation 0.247 eV at 1.435 angstrom
HF coupling at 4.0 angstrom: 0.274 eV
Born model: permittivity 3.0, radius 2.5 angstrom
Curvature in solid, Born estimate 4.380 eV
Two-molecule error in solid, -c/4: -1.095 eV
Thermal energy at 300 K 0.0259 eV
```
